# Transient heating of an end-cooled filament and its slowest thermal rate, part 2

A straight filament, $0\le x\le L$, is heated by a constant current switched on at $t=0$. It starts at the temperature of the sinks at its two ends. The ends stay at that temperature, no heat leaves through the side, and the material properties are constant.

The conductivity is $k$, the heat capacity per volume $C$, the diffusivity $D=k/C$ and the resistivity $\rho$. The current density is $j$, the voltage across the filament $V=\rho jL$, and the heating per volume $q=\rho j^2$. The rise $\theta(x,t)$ above the sinks, in kelvin, obeys $C\theta_t=k\theta_{xx}+q$, where subscripts $x$ and $t$ denote partial derivatives. Its steady profile is $\theta_s=qx(L-x)/(2k)$, with central peak $\theta_p=qL^2/(8k)$, or

$$
\theta_p=\frac{V^2}{8\rho k}.\tag{3}
$$

The deviation $\varphi=\theta_s-\theta$ obeys $\varphi_t=D\varphi_{xx}$ with zero ends. Its modes are $\sin(n\pi x/L)\,e^{-n^2\lambda_1t}$, $n=1,2,3,\ldots$, with slowest rate

$$
\lambda_1=\frac{\pi^2D}{L^2}.\tag{2}
$$

The time constant is $\tau=1/\lambda_1$. With $N(t)=\int_0^L\varphi^2dx$, every deviation satisfies

$$
\sqrt{N(t)}\le\sqrt{N(0)}\,e^{-\lambda_1t}.\tag{8}
$$

The first sine attains equality, and the bound also proves that solutions are unique.

For heating from rest, the centre and the mean $\bar\theta$ over the length follow

$$
\frac{\theta(L/2,t)}{\theta_p}=1-\frac{32}{\pi^3}\sum_{m=0}^{\infty}\frac{(-1)^m}{(2m+1)^3}e^{-(2m+1)^2t/\tau},\tag{10}
$$

$$
\frac{\bar\theta(t)}{2\theta_p/3}=1-\frac{96}{\pi^4}\sum_{n\ \mathrm{odd}}\frac{e^{-n^2t/\tau}}{n^4}.\tag{11}
$$

The one-mode approximation keeps only the first term of the sum in (10). In it, the centre reaches 90% of its steady rise at

$$
t_{90}=\tau\ln\frac{320}{\pi^3}.\tag{12}
$$

The behaviour at early times, taken up next, also needs the sums

$$
\sum_{m=0}^{\infty}\frac{(-1)^m}{2m+1}=\frac\pi4,\qquad \sum_{n\ \mathrm{odd}}\frac{\sin ny}{n}=\frac\pi4\quad(0<y<\pi).\tag{6}
$$

**Early times.** Differentiate (10) for $t>0$. The common factor is

$$
\frac{32\theta_p}{\pi^3\tau}=\frac{32}{\pi^3}\,\frac{qL^2}{8k}\,\frac{\pi^2D}{L^2}=\frac{4q}{\pi C},
$$

and therefore

$$
\theta_t(L/2,t)=\frac{4q}{\pi C}\sum_{m=0}^{\infty}\frac{(-1)^m}{2m+1}e^{-(2m+1)^2t/\tau}.
$$

For every $t\ge0$ the terms alternate and decrease, so the remainder after $N$ terms is at most $1/(2N+1)$. The convergence is thus uniform down to $t=0$, and the limit $t\to0$ may be taken term by term. By (6) the sum tends to $\pi/4$, so the centre starts to heat at the rate $q/C$. This is the heating rate of a slice that exchanges no heat with its neighbours. At given $q$ the length does not enter it. At given voltage $q=V^2/(\rho L^2)$, so the initial rate then varies as $1/L^2$.

### Remark: which disturbances contain the slowest mode

The rate $\lambda_1$ is the slowest one available, but a particular disturbance may lack the first sine. Suppose that $\varphi$ is initially antisymmetric about the centre. The function $-\varphi(L-x,t)$ then obeys the same equation with the same initial values. By uniqueness it equals $\varphi$, so the deviation remains antisymmetric and vanishes at $x=L/2$. Each half is then a filament of length $L/2$ with two zero ends, and the bound (8) for that length gives a rate of at least

$$
\frac{\pi^2D}{(L/2)^2}=4\lambda_1 .
$$

A direct time evolution on a grid, with an antisymmetric source, gave 3.9997 times $\lambda_1$. The value lies just below 4 because a grid of spacing $h$ gives the second sine the rate $(4D/h^2)\sin^2(\pi h/L)$, which is less than $4\pi^2D/L^2$.

Joule heating cannot be antisymmetric, because it is nowhere negative. Let the heating be a continuous function $q(x)\ge0$ that is not zero everywhere, with $k$ and $C$ still uniform. Multiply $k\theta_s''=-q(x)$ by $\sin(\pi x/L)$ and integrate by parts twice. The boundary terms vanish, which leaves

$$
\frac{\pi^2k}{L^2}\int_0^L\theta_s\sin\frac{\pi x}{L}\,dx=\int_0^Lq(x)\sin\frac{\pi x}{L}\,dx>0 .
$$

Heating from rest by any such source therefore contains the first mode, even if the source lies near one end.

### Worked example

Take the round model parameters $L=20$ nm, $k=5$ W/(m K), $C=2.5\times10^6$ J/(m³ K), $\rho=10^{-5}$ Ω m and $V=0.40$ V. They do not describe a particular material. At such a length Fourier's law is itself a model assumption, since it requires the carriers of heat to scatter over distances short compared with $L$. It also requires times long compared with their scattering time and with the time in which electrons and lattice reach a common temperature, so the values below for the first few picoseconds are properties of the model only.

The diffusivity, current density and heating density are

$$
D=\frac{5}{2.5\times10^6}=2.0\times10^{-6}\ \mathrm{m^2/s},
$$

$$
j=\frac{0.40}{10^{-5}\times2\times10^{-8}}=2.0\times10^{12}\ \mathrm{A/m^2},
$$

$$
q=10^{-5}\times(2.0\times10^{12})^2=4.0\times10^{19}\ \mathrm{W/m^3}.
$$

The steady peak and the slowest rate follow:

$$
\theta_p=\frac{4.0\times10^{19}\times(2\times10^{-8})^2}{8\times5}=400\ \mathrm K,
$$

$$
\lambda_1=\frac{\pi^2\times2.0\times10^{-6}}{(2\times10^{-8})^2}=4.935\times10^{10}\ \mathrm{s^{-1}}.
$$

Thus $\tau=20.3$ ps. The next symmetric mode has the time constant $\tau/9=2.25$ ps. From (12), $t_{90}=2.334\,\tau=47.3$ ps. The initial heating rate is $q/C=16$ K/ps.

The full series and the one-mode approximation give these rises:

| $t/\tau$ | Centre (K) | Mean (K) | Centre, one mode (K) |
|---:|---:|---:|---:|
| 0.1 | 32.4 | 27.5 | 26.5 |
| 0.5 | 149.8 | 107.2 | 149.6 |
| 1.0 | 248.1 | 170.0 | 248.1 |
| 2.0 | 344.1 | 231.1 | 344.1 |
| 3.0 | 379.4 | 253.6 | 379.4 |

At $0.1\tau=2.026$ ps the centre has risen by 32.4 K, which agrees with $16\times2.026=32.4$ K. The loss at the ends has not yet had a visible effect there. The mean is already lower, because it includes the cooled regions near the ends. The one-mode value at this time is 18% below the full centre rise. At $0.5\tau$ it is low by about 0.1%.

Halving the length to 10 nm gives $\tau=5.07$ ps, and doubling it to 40 nm gives 81.1 ps. These are the factors of one quarter and four required by $L^2$. At fixed voltage the steady peak stays at 400 K by (3), so within this model a shorter filament reaches the same temperature sooner.

The time evolution of the heat equation on a grid, which uses no sine expansion, gave a slowest rate of $4.93470\times10^{10}$ s⁻¹, against $4.93480\times10^{10}$ s⁻¹ from (2). The sign of the difference can be derived. For grid spacing $h$, replacing $-\partial^2/\partial x^2$ by second differences gives the first sine the rate

$$
\frac{D}{h^2}\left(2-2\cos\frac{\pi h}{L}\right)=\frac{4D}{h^2}\sin^2\frac{\pi h}{2L}<\frac{\pi^2D}{L^2},
$$

because $\sin z<z$ for $z>0$. These results and the ones below are in the numerical output.

### Proposition 1: resistivity that depends on temperature

Replace the constant resistivity by $\rho(\theta)=\rho_0(1+\alpha\theta)$ and hold the current density $j$ fixed. The heating becomes

$$
q=\rho_0j^2(1+\alpha\theta)=q_0+s\theta,\qquad q_0=\rho_0j^2,\quad s=\rho_0j^2\alpha .
$$

*The slowest rate is then*

$$
\lambda_1^{(s)}=\frac{\pi^2D}{L^2}-\frac sC .\tag{13}
$$

**Proof.** The difference $\varphi$ of two solutions obeys $\varphi_t=D\varphi_{xx}+(s/C)\varphi$ with zero ends. Write $\varphi=e^{st/C}\psi$. Differentiation gives $\varphi_t=e^{st/C}(\psi_t+s\psi/C)$. The terms in $s$ cancel and leave $\psi_t=D\psi_{xx}$. The theorem applies to $\psi$, and the factor $e^{st/C}$ lowers every decay rate by $s/C$. $\square$

For $\alpha>0$ a hotter place produces more heat, which opposes its return to the steady state. For $\alpha<0$, still at fixed current, the relaxation is faster. At fixed voltage the current depends on the resistance of the whole filament, and (13) does not apply as it stands.

**Steady profile and runaway.** Let $\alpha>0$ and $\kappa^2=s/k$. The steady equation is $k\theta_s''+s\theta_s+q_0=0$. Since $q_0/s=1/\alpha$, the function $u=\theta_s+1/\alpha$ obeys $u''+\kappa^2u=0$ and equals $1/\alpha$ at both ends. Its general form is $c_1\cos\kappa(x-L/2)+c_2\sin\kappa(x-L/2)$. For $0<\kappa L<\pi$ the equality of the two end values gives $c_2=0$, and their size gives $c_1=1/[\alpha\cos(\kappa L/2)]$. The peak is

$$
\theta_s(L/2)=\frac1\alpha\left[\frac1{\cos(\kappa L/2)}-1\right].\tag{14}
$$

For small $\kappa L$ the bracket is approximately $\kappa^2L^2/8$, and (14) returns to $q_0L^2/(8k)$. As $\kappa L\to\pi$ the peak diverges. Because $s/C=D\kappa^2$, (13) can be written as $\lambda_1^{(s)}=D(\pi^2-\kappa^2L^2)/L^2$, so the slowest rate vanishes at the same point. The corresponding current density is

$$
j_r=\frac\pi L\sqrt{\frac{k}{\rho_0\alpha}} .
$$

To see what happens there, let $M(t)=\int_0^L\theta\sin(\pi x/L)\,dx$. Multiply the heat equation by the sine and integrate by parts twice. With $\int_0^L\sin(\pi x/L)\,dx=2L/\pi$,

$$
\frac{dM}{dt}=-\lambda_1^{(s)}M+\frac{2Lq_0}{\pi C}.
$$

At $j=j_r$ the amplitude $M$ grows linearly in time, and above $j_r$ it grows exponentially. This is the runaway threshold of the linear resistivity law. A real filament leaves the range of that law before its temperature diverges, so $j_r$ is not a prediction of where it melts or breaks.

**Example.** Keep $j=2.0\times10^{12}$ A/m² and take $\rho_0=10^{-5}$ Ω m and $\alpha=5\times10^{-4}$ K⁻¹. Then $s=4.0\times10^{19}\times5\times10^{-4}=2.0\times10^{16}$ W/(m³ K), and $s/C=8.0\times10^9$ s⁻¹. The slowest rate is

$$
(4.935-0.800)\times10^{10}=4.135\times10^{10}\ \mathrm{s^{-1}},
$$

with time constant 24.2 ps. Here $\kappa L=1.265$, and (14) gives a steady peak of 480 K instead of 400 K. The threshold is $j_r=4.97\times10^{12}$ A/m², about 2.5 times the current density used.

**Side loss.** A loss $G\theta$ per volume through the side enters the heat equation with the sign opposite to $s\theta$. The same substitution gives $\lambda_1=\pi^2D/L^2+G/C$. This form requires that the temperature remain nearly uniform across each section, and that the surroundings carry the heat away without storing it. A solid around the filament does store heat and relaxes on its own time scale. If it extends far to the side between the same two sinks and its diffusivity $D'$ is smaller than $D$, the slowest rate of the whole system is close to $\pi^2D'/L^2$, which is below $\pi^2D/L^2$, and the formula with $G$ does not describe the late stage. For $G$ equal to the value of $s$ above, and no feedback, the rate is $5.735\times10^{10}$ s⁻¹.

### Proposition 2: imperfect end contacts

Let each end be joined to its sink through a contact of thermal conductance $H$ per area that stores no heat. Continuity of the heat flow requires $k\theta_x=H\theta$ at $x=0$ and $-k\theta_x=H\theta$ at $x=L$. The properties are again constant and there is no side loss.

*The slowest rate is $D\mu^2/L^2$, where $\mu$ is the root between $0$ and $\pi$ of*

$$
\mu\tan\frac\mu2=\frac{HL}{k}.\tag{15}
$$

**Proof.** Take $X=\cos[\mu(x/L-1/2)]$, for which $X''=-(\mu/L)^2X$. The condition at $x=L$ is $k(\mu/L)\sin(\mu/2)=H\cos(\mu/2)$, which is (15), and symmetry gives the same condition at $x=0$. The left side of (15) increases from zero without bound on $0<\mu<\pi$, so there is one root, and $X$ is positive on the whole filament.

To show that no deviation is slower, put $g=X'/X$. Then $g'=-(\mu/L)^2-g^2$. Expanding the square and integrating the cross term $-g(\varphi^2)'$ by parts gives

$$
0\le\int_0^L(\varphi_x-g\varphi)^2dx=\int_0^L\varphi_x^2dx-\frac{\mu^2}{L^2}\int_0^L\varphi^2dx-[g\varphi^2]_0^L .
$$

The contact conditions give $g(0)=H/k$ and $g(L)=-H/k$, so the last term equals $+B$ with $B=(H/k)[\varphi(0,t)^2+\varphi(L,t)^2]$. They also give $[\varphi\varphi_x]_0^L=-B$. Therefore

$$
\frac{d}{dt}\int_0^L\varphi^2dx=-2D\left(B+\int_0^L\varphi_x^2dx\right)\le-\frac{2D\mu^2}{L^2}\int_0^L\varphi^2dx .
$$

The function $X$ attains equality. $\square$

For $HL/k\to\infty$ the root tends to $\pi$, and the theorem for ideal sinks is recovered. For $HL/k\ll1$, $\tan(\mu/2)\approx\mu/2$ gives $\mu^2\approx2HL/k$ and a rate of about $2H/(CL)$. The filament is then nearly uniform in temperature and empties its heat through two contacts, with a time constant proportional to $L$ instead of $L^2$.

For the filament of the example, the following values of $H$ are chosen to span the range from contact-limited cooling to nearly ideal ends. They are not measured conductances, and the largest need not be attainable in a real contact.

| $H$ (W/(m² K)) | $HL/k$ | Time constant (ps) | Rate relative to $\pi^2D/L^2$ |
|---:|---:|---:|---:|
| $10^8$ | 0.4 | 267 | 0.076 |
| $10^9$ | 4 | 43.1 | 0.470 |
| $10^{10}$ | 40 | 22.3 | 0.907 |
| $10^{12}$ | 4000 | 20.3 | 0.999 |

At $HL/k=4$ the contacts more than double the time constant. They also raise the steady temperature. Half of the heat $qL$ per area leaves through each end, so each contact carries a temperature drop $qL/(2H)$, which is added to the whole parabola. Relative to $\theta_p$ this drop is $4k/(HL)$, and at $HL/k=4$ it doubles the peak rise. At fixed voltage across the filament the total peak $\theta_p[1+4k/(HL)]$ therefore grows as the filament is shortened; the independence of length in (3) holds only for ideal sinks. The formula $\pi^2D/L^2$ thus needs more than good conductors at the ends: the contact conductance $H$ must be large compared with $k/L$, a condition that becomes harder to meet as the filament is shortened.

## Computed values

```
length L = 20.0 nm
thermal conductivity k = 5.00 W/(m K)
heat capacity C = 2.500e+06 J/(m^3 K)
resistivity rho = 1.00e-05 ohm m
voltage V = 0.40 V
diffusivity D = 2.000e-06 m^2/s
current density j = 2.000e+12 A/m^2
heating density q = 4.000e+19 W/m^3
steady peak rise = 400.00 K
steady mean rise = 266.67 K
initial heating rate q/C = 16.000 K/ps
slowest rate, formula = 4.93480e+10 1/s
slowest rate, time evolution = 4.93470e+10 1/s
time constant tau = 20.264 ps
second symmetric mode time tau/9 = 2.252 ps
time to 90% of centre rise = 47.299 ps
90% time divided by tau = 2.3341
antisymmetric rate / slowest rate = 3.9997
t/tau; t (ps); centre rise (K); mean rise (K); one-mode centre (K)
0.1; 2.026; 32.42; 27.51; 26.47
0.5; 10.132; 149.78; 107.23; 149.61
1.0; 20.264; 248.13; 169.98; 248.13
2.0; 40.528; 344.13; 231.10; 344.13
3.0; 60.793; 379.45; 253.58; 379.45
tau at L = 10 nm: 5.066 ps
tau at L = 40 nm: 81.057 ps
resistivity coefficient alpha = 5.0e-04 1/K
feedback slope s = 2.000e+16 W/(m^3 K)
feedback shift s/C = 8.000e+09 1/s
slowest rate with feedback = 4.1348e+10 1/s
time constant with feedback = 24.185 ps
kappa L with feedback = 1.2649 (dimensionless)
steady peak with feedback = 479.61 K
runaway current density = 4.967e+12 A/m^2
slowest rate with side loss G = s: 5.7348e+10 1/s
contact H (W/(m^2 K)); HL/k; mu; time constant (ps); rate ratio
1e+08; 0.4; 0.8657; 266.879; 0.0759
1e+09; 4.0; 2.1537; 43.116; 0.4700
1e+10; 40.0; 2.9923; 22.337; 0.9072
1e+12; 4000.0; 3.1400; 20.285; 0.9990
```
